The nonlocal velocity setting in pseudopotential optics

**What one plane wave already shows**

Consider one electron in a crystal with cell volume Ω, and keep a single plane wave of wave vector k. Let the pseudopotential contain a local part and one projector: V = V_loc + |β⟩D⟨β|. Suppose the projector's Fourier transform is the Gaussian β(k) = b exp(−s²k²/2), where s is its radius. In Hartree atomic units, used throughout, the energy is

E(k) = k²/2 + V̄ + W exp(−s²k²),  W = Db²/Ω,

where V̄ is the cell average of the local potential. The electron's velocity is the slope of this band:

dE/dk = k − 2Ws²k exp(−s²k²).

The bare momentum of the plane wave is k. It misses the second term, which arises because the electron feels a different potential at each k. The local average V̄ has no such effect. For a weakly repulsive projector, 0 < 2Ws² ≪ 1, bare momentum overestimates the speed, by a fraction close to 2Ws² at small k. For sk ≫ 1 the projector no longer sees the electron and the error vanishes. The model requires the coupling to other plane waves to be small compared with their energy separation.

Electronic-structure programs that compute optical spectra with such potentials may offer a setting that includes or omits the missing term, under a name such as "nonlocal commutator". What follows derives the term, shows how to test it, and measures the cost of omitting it in silicon.

**Which operator light couples to**

Optical wavelengths are hundreds of nanometres and the lattice constant used here for silicon is 0.543 nm, so the field can be taken as uniform, E(t). An electron of charge −1 has the Hamiltonian H + E·r. This breaks lattice periodicity. Define A by E = −dA/dt and transform the state to ψ' = exp(−iA·r)ψ. The time derivative of the phase adds (dA/dt)·r = −E·r, which cancels the field term, leaving

H(A) = exp(−iA·r) H exp(iA·r).

Expanding to first order in A gives

H(A) = H − i[A·r, H] + … = H + A·v + …,  v = i[H, r].

Thus v is the operator that couples to light. Its parts are:

- Kinetic: [p²/2, r] = −ip, so i[p²/2, r] = p.
- Local potential: it commutes with r and gives nothing.
- Nonlocal potential with kernel V(r,r'): i[V, r] has the kernel iV(r,r')(r' − r), which is generally nonzero.

The last line also covers exact exchange in hybrid functionals, whose kernel is nonlocal. For a pseudopotential, r and r' both lie within the projectors of one atom.

The Hamiltonian for the periodic part of a Bloch state is H(k) = exp(−ik·r) H exp(ik·r). This is the same transformation with k in place of A, so the linear term gives

v(k) = ∂H(k)/∂k.

**The derivative in plane waves**

Write q = k+G. Atom a at τ_a contributes the column

B_a(G) = exp(−iq·τ_a) β(q)/√Ω,

with one entry for each projector. The Hamiltonian matrix is

H(k) = (q²/2)δ_GG' + V_loc(G−G') + Σ_a B_a D B_a†.

Differentiating B_a gives two terms:

∂B_a = −iτ_a B_a + exp(−iq·τ_a) ∂β(q)/√Ω.

Call the second term B'_a. In the product rule the site phases cancel:

∂(B_a D B_a†) = (−iτ_a + iτ_a) B_a D B_a† + B'_a D B_a† + B_a D B'_a†.

Therefore

v = q δ_GG' + Σ_a [B'_a D B_a† + B_a D B'_a†].

The site phase may be differentiated in both factors or in neither.

What remains is ∂β. From β(q) = ∫exp(−iq·r)β(r)d³r,

∂β(q) = ∫exp(−iq·r)(−ir)β(r)d³r,

so the gradient weights the projector by the position relative to its atom. The Goedecker-Teter-Hutter projectors used below are Gaussians times polynomials. A Gaussian exp(−r²/2a²) transforms to a constant times g = exp(−a²q²/2). A factor r_m becomes i∂/∂q_m, and a factor r² becomes −∇²:

i∂g/∂q_m = −ia²q_m g,
−∇²g = a²(3 − a²q²)g.

With constants N absorbing the normalization, silicon's two s projectors and its p projectors are

β₁ = N₁g,  β₂ = N₂(3 − a²q²)g,  β_m = −iN₃q_m g,

where a differs between s and p. Since ∂g = −a²q g, their gradients are

∂β₁ = −a²q β₁,
∂β₂ = −2a²q N₂g − a²q β₂,
∂_jβ_m = −iN₃(δ_jm − a²q_j q_m)g.

No division by |q| occurs, so q = 0 needs no special treatment. Quadrature of the real-space integrals at one general q reproduces all five transforms and their gradients within 2×10⁻¹⁴ atomic units.

In use, the derivative matrix need not be stored. For states n and m,

v_nm = Σ_G c*_n q c_m + Σ_a [(c_n†B'_a) D (B_a†c_m) + (c_n†B_a) D (B'_a†c_m)].

The overlaps in parentheses are computed once per state, at a cost proportional to the number of plane waves times the number of projectors. Silicon has ten projectors per cell and, at the k-point below, 402 plane waves.

**Diagonal elements are slopes**

With a fixed set of G vectors, differentiate E_n = ⟨n|H|n⟩:

∂E_n = ⟨n|∂H|n⟩ + E_n(⟨∂n|n⟩ + ⟨n|∂n⟩).

The bracket is the derivative of ⟨n|n⟩ = 1 and vanishes, so ∂E_n = v_nn. The set must stay fixed when slopes are taken by finite differences. If it is chosen anew at each k, plane waves enter and leave, and the energies can jump.

In a degenerate level the individual v_nn depend on an arbitrary choice of states. A step δ in k perturbs the level by δ·v, so the slopes are the eigenvalues of the block of v within the level.

The silicon example uses the local density approximation (LDA), a cutoff of 10 hartree (272 eV) and a density from ten special k-points. Full and bare results share the same energies, states and meshes. At k = (0.37, 0.21, 0.08)·2π/a, with a now the lattice constant, the x components in km/s are:

band 4: slope −698.2, full v −698.2, bare p −756.8
band 5: slope −390.6, full v −390.6, bare p −389.7
band 7: slope 977.2, full v 977.2, bare p 1102.5

Over eight bands and three directions the largest difference between slope and full v is 1.2×10⁻⁴ km/s. For bare p it is 125 km/s. The rms bare error, 45.4 km/s, is 8.0 % of the rms slope, 564.3 km/s. At a cutoff of 20 hartree, with the density held fixed, it is 8.4 %, and the full velocities move by up to 8 km/s. The decimals above therefore serve to compare the columns and are not converged values.

Band 5 carries a warning: its bare value is off by only 0.2 % (0.8 % at 20 hartree), and slightly too small. One band in one direction can therefore make bare momentum look adequate, and the overestimate found for a single plane wave is not a general rule.

At X the lowest conduction level is a doublet. Since X and −X are equivalent, its slopes along Γ–X come as ±s. The splitting at a small distance δ, divided by 2δ, gives s = 236.7 km/s, and the velocity block gives the same. The bare block gives 264.1 km/s, 11.6 % too much. At 20 hartree s is 233.9 km/s and the excess is 13.3 %.

The conduction minimum lies at 0.84 of the way from Γ to X. The slope there is zero, yet bare momentum gives 24 km/s. Raising the cutoff to 13 hartree moves this false velocity by +2.4 km/s, and raising it to 20 hartree by about +3.5 km/s, so its second digit is uncertain.

**Off-diagonal elements need their own tests**

Absorption depends on elements between valence states v and conduction states c, which slopes do not test. Let P project onto the occupied states. It commutes with H at every k, so differentiating [H, P] = 0 gives

[∂H, P] + [H, ∂P] = 0.

Take the element between c and v, using P|v⟩ = |v⟩ and ⟨c|P = 0:

v_cv + (E_c − E_v)⟨c|∂P|v⟩ = 0,
⟨c|∂P|v⟩ = v_cv/(E_v − E_c).

The left side follows from occupied states at neighbouring k-points, without ∂H. It is insensitive to their phases and to degeneracies among them. At the same general k, for a derivative along y and 20 conduction bands, the largest element is 2.447 bohr. The full velocity reproduces every element within 5×10⁻⁹ bohr; bare momentum misses by up to 0.225 bohr. At 20 hartree the largest element is 2.438 bohr and the largest miss 0.232 bohr.

Effective masses give a second test. Differentiate ∂E_n = ⟨n|∂H|n⟩ once more along direction α. Perturbation theory gives ⟨m|∂n⟩ = v_mn/(E_n − E_m) for m ≠ n; the part of |∂n⟩ along |n⟩ cancels by normalization. Hence

1/m_α = ⟨n|∂²H/∂k_α²|n⟩ + 2Σ_m |v_nm|²/(E_n − E_m).

The bare version replaces the first term by 1 and v by p. At the conduction minimum, in electron masses:

longitudinal: energies 0.947, full v 0.947, bare p 0.960
transverse: energies 0.190, full v 0.190, bare p 0.169

Bare momentum makes the transverse mass 11 % too small but changes the longitudinal mass by only 1.3 % (1.7 % at 20 hartree). An error measured in one quantity does not carry over to another.

**From matrix elements to the dielectric constant**

The commutator gives v_cv = i(E_c − E_v)x_cv, hence |x_cv|² = |v_cv|²/Δ² with Δ = E_c − E_v. A static field of strength F along x lowers the energy of an occupied state by F²Σ_c|x_cv|²/Δ. Setting this equal to αF²/2 gives

α = 2Σ_c |v_cv|²/Δ³.

Mixing among occupied states cancels in the total. Two spins and division by Ω give the susceptibility χ, and ε = 1 + 4πχ becomes

ε = 1 + (16π/Ω) Σ_k w_k Σ_vc |v_cv|²/Δ³,

where the weights w_k sum to one. For a cubic crystal |v_cv|² may be averaged over the three directions. The formula treats electrons as independent and neglects local fields, the microscopic fields induced within the cell.

The factor 4/Ω in χ, from two spins and the 2 in α, also governs the density response to a weak cosine potential of fixed strength. Evaluated at one k-point, that sum gives −0.0542478 atomic units, and direct differences of the density give the same.

For the direct transition at Γ between the valence-top triplet and the conduction triplet 2.55 eV above it, let Q² be the sum of |v_cv|² over all pairs and directions, divided by six. Then

full: Q = 0.4672, 2Q² = 11.88 eV
bare: Q = 0.5203, 2Q² = 14.73 eV

The bare strength is 24 % too large. Summed over transitions in one-electronvolt windows from 3 to 6 eV, it is 16 to 18 % too large on a mesh of 60 k-points (16 to 18.5 % with 182 points, where single windows move by up to one percentage point). In absorption |v_cv|² enters directly, so these are the relative errors of the absorption strength within this model.

With 60 special k-points the static constant is 13.9 with full v and 16.2 with bare p. Relative to ε − 1, the part that matrix elements control, the error is 15.16/12.94 − 1 = 17 %.

**What is converged**

With 10 instead of 60 k-points the constant is 15.0 instead of 13.9. Going from 10 to 60 points thus lowers ε by 7 % of the 10-point value. Going on to 182 points lowers it by only about 0.02 more. Raising the cutoff from 10 to 20 hartree on the 10-point mesh, with the density held fixed, adds 0.05 to the full value and 0.16 to the bare one; with the density recomputed at 20 hartree the shifts are about 0.08 and 0.19. The last digits of 13.9 and 16.2 may therefore change. The relative error of bare p in ε is steadier: 15.8 % with 10 points and 15.9 % with 60. At 20 hartree the 10-point value is 16.5 %. Going from 20 to 40 bands adds 0.004 to ε on the 10-point mesh.

Raising the cutoff from 10 to 13 hartree, with a two-point density mesh on both sides, shifts the Γ gap by 2.7 meV, 2Q² by −0.08 eV and its bare error by one percentage point. The same change shifts ε on the two-point optical mesh by 0.19, where ε itself is about 24. Refining the density mesh from 2 to 10 points shifts the Γ gap by 16 meV.

The errors of bare momentum also depend on the cutoff. From 10 to 20 hartree, with the density held fixed, the band energies at the general k-point move by up to 29 meV relative to band 4, 2Q² falls by about 0.15 eV, its bare error grows from 24 to about 26 %, and the largest slope error at the general k-point grows by about 8 km/s.

**Beside real silicon**

The computed masses are close to the measured ones, roughly 0.9 and 0.19. The computed indirect gap, 0.50 eV, is far below the real one, roughly 1.1 eV. A rigid upward shift S = 0.60 eV of the conduction bands, with states and therefore x_cv unchanged, replaces Δ³ by Δ²(Δ + S) and lowers ε from 13.9 to 12.2.

Local fields lower ε by 9 % on the two-point mesh, computed without the gap shift. That mesh gives 24.4 before the correction, far from the 60-point value, so the percentage is at best a rough size. A thermal gap narrowing of a rough 0.05 eV raises ε by 1.2 % without the gap shift and by 1.0 % with it. A spin-orbit splitting of a rough 0.04 eV is 1.6 % of the Γ gap.

The measured constant is roughly 12. The nearness of 12.2 is no proof of accuracy, since local fields remain outside it. Electron–hole attraction, which reshapes the absorption spectrum, is not computed. Nor is the difference between matrix elements of smooth pseudo-states and those of true all-electron states: v is the correct velocity of the pseudopotential Hamiltonian, which is itself a model.

**How to choose the setting**

- Include the nonlocal term whenever the Hamiltonian has norm-conserving projectors, as here. For silicon with the pseudopotential used here, omitting the term raises ε by 16 %, comparable in size to the 13 % reduction from the gap shift, and more computing effort does not repair it. The size of this error depends on the pseudopotential, not on the material alone. Ultrasoft and projector-augmented-wave methods also have an overlap matrix that depends on k, and need their own velocity formula.
- Omit it when the whole potential is local. It is then zero.
- For hybrid functionals, establish that the exchange kernel is included too. The projector term alone does not complete i[H, r].
- A rigid gap shift is itself a nonlocal operator. From v_cv = i(E_c − E_v)x_cv, the shifted velocity is v_cv(Δ + S)/Δ. Using the old v_cv with the new gap in |v_cv|²/Δ³ would lower ε too far.
- Test several bands and directions against slopes, with a fixed plane-wave set and blocks for degenerate levels. Then test off-diagonal elements through ∂P or an effective mass.
- Do not use agreement with a measured ε to decide. In silicon bare p raises ε, while a gap shift and local fields lower it, so including these corrections can hide the error of bare p.

The numerical output after this text gives the remaining bands and further digits for the cutoff of 10 hartree.

Calculated quantities

```
lattice constant 0.543 nm; cutoff 10 hartree = 272.1 eV; plane waves at general k: 402
projector / gradient vs quadrature, max error: 1.7e-14 / 9.4e-15 a.u.
dH/dk matrix vs finite difference, max error: 1.2e-12 a.u.
general k = (0.37, 0.21, 0.08) 2pi/a; x components in km/s:
 band  energy-VBM(eV)    slope   full v   bare p
  1      -11.166       411.60   411.60   418.64
  2       -3.463      -831.36  -831.36  -874.11
  3       -1.803      -622.08  -622.08  -669.80
  4       -0.841      -698.22  -698.22  -756.75
  5        2.462      -390.55  -390.55  -389.70
  6        3.393       697.47   697.47   767.29
  7        4.308       977.18   977.18  1102.54
  8        4.952      -889.55  -889.55  -914.81
max |slope - full v|, 8 bands x 3 axes: 1.2e-04 km/s
max |slope - bare p|, 8 bands x 3 axes: 125.36 km/s
rms slope / rms bare error: 564.3 / 45.39 km/s
<c|dP/dk|v>: largest 2.447, error full 4.2e-09, error bare 0.225 bohr
cosine response, differences / sum: -0.0542478 / -0.0542478 a.u.
X doublet slope: splitting 236.73, block 236.73, bare 264.12 km/s
conduction minimum at 0.8415 of Gamma-X; indirect gap 0.500 eV
bare p at that minimum (true slope 0): 24.24 km/s
longitudinal mass: energies 0.9472, full v 0.9472, bare p 0.9598 m_e
transverse mass: energies 0.1898, full v 0.1898, bare p 0.1690 m_e
Gamma direct gap 2.554 eV; Q full 0.4672, bare 0.5203 a.u.
2Q^2 full 11.880 eV, bare 14.734 eV, bare error +24.03 %
strength error of bare p, 3-4 eV: +16.16 % (66 transitions)
strength error of bare p, 4-5 eV: +17.57 % (82 transitions)
strength error of bare p, 5-6 eV: +18.44 % (82 transitions)
static epsilon, 60 points: full 13.936, bare 16.157, error +15.94 %
static epsilon, 10 points: full 15.002, bare 17.368, error +15.77 %
20 to 40 bands, epsilon shift (10 points): +0.0040
shifts for cutoff 10 to 13 hartree (2-point density):
  Gamma gap +2.7 meV; 2Q^2 -0.083 eV; its bare error +0.98 points
  masses l -0.0004, t +0.0001 m_e; bare p at minimum +2.40 km/s
  epsilon (2 points) +0.185; its bare error +0.13 points
density mesh 2 to 10 points: Gamma gap +16.1 meV, transverse mass +0.0008 m_e
gap error: shift 0.600 eV to a rough 1.1 eV gap gives epsilon 12.180
local fields (2-point mesh): epsilon 24.403 to 22.133, -9.3 %
rough thermal narrowing 0.05 eV: epsilon +1.24 %
rough spin-orbit splitting 0.04 eV / Gamma gap: 1.6 %
```
